# Bragg acousto-optic diffraction as the coupling of two optical modes

First-order perturbation theory says that a sound wave of coupling strength $\kappa$ and length $L$ diffracts a fraction $(\kappa L)^2$ of the light that crosses it at the phase-matched angle. At $\kappa L=\pi/2$ this fraction is $\pi^2/4\approx 2.5$, more light than came in. The estimate treats the incident beam as undiminished and ignores light scattered back into it. It therefore cannot say how much sound a modulator needs, or what happens when the drive is raised further. Both beams have to be treated on the same footing.

Take a cubic, lossless, non-magnetic crystal of refractive index $n$. A longitudinal sound wave travels along a cube axis $x$ and fills the region $0<z<L$ uniformly. Its strain is

$$S(x,t)=S_0\cos(Kx-\Omega t),\qquad \Omega=vK,$$

where $S_0$ is the peak strain and $v$ the sound speed. Light travels mainly along $z$, with its electric field in the $xz$ plane. Strain changes the inverse relative permittivity $b$, defined by $\varepsilon_0E_i=b_{ii}D_i$. For this strain the photoelastic constants $p_{11}$ and $p_{12}$ give

$$b_{xx}=\frac1{n^2}+p_{11}S,\qquad b_{zz}=\frac1{n^2}+p_{12}S,$$

with no $xz$ component. The index is taken as independent of frequency.

A potential $\psi(x,z,t)$ reduces Maxwell's equations to one scalar equation. Set

$$\mathbf D=\nabla\times(\psi\hat{\mathbf y})=(-\partial_z\psi,\,0,\,\partial_x\psi),\qquad \mathbf H=\partial_t\psi\,\hat{\mathbf y}.$$

Then $\nabla\cdot\mathbf D=0$ and $\nabla\times\mathbf H=\partial_t\mathbf D$ hold identically. The remaining condition is the $y$ component of Faraday's law, $\partial_zE_x-\partial_xE_z=-\mu_0\partial_tH_y$. Inserting the fields and multiplying by $-\varepsilon_0$ gives

$$\partial_z(b_{xx}\partial_z\psi)+\partial_x(b_{zz}\partial_x\psi)=\frac1{c^2}\,\partial_t^2\psi .$$

No time derivative of $b$ has been dropped, so the equation holds for moving sound.

The cosine is half the sum of $e^{i(Kx-\Omega t)}$ and its conjugate. Each action of the sound therefore changes the transverse wave number by $\pm K$ and the frequency by $\pm\Omega$, with the same sign for both. Starting from light with $k_{x0}=-q$ and frequency $\omega$, the field is

$$\psi=\sum_mA_m(z)\,e^{i(k_{xm}x-\omega_mt)},\qquad k_{xm}=-q+mK,\quad \omega_m=\omega+m\Omega .$$

With $q>0$ the incident light leans against the motion of the sound, and order 1, with $k_{x1}=K-q$, leans along it. Order 1 is shifted up in frequency: each photon entering it has absorbed one phonon.

Now keep orders 0 and 1 alone, an approximation whose error is found below. Let $k_m=n\omega_m/c$ and $k_{zm}=\sqrt{k_m^2-k_{xm}^2}$. Collecting the terms of order 1 and multiplying by $n^2$ gives

$$A_1''+k_{z1}^2A_1+\frac{n^2S_0}{2}\left(p_{11}A_0''-p_{12}k_{x0}k_{x1}A_0\right)=0 .$$

The minus sign comes from two $x$ derivatives, one giving $ik_{x0}$ and the other $ik_{x1}$.

Without sound each order is a plane wave, so write $A_m=a_m(z)e^{ik_{zm}z}$. Then

$$A_1''+k_{z1}^2A_1=(a_1''+2ik_{z1}a_1')\,e^{ik_{z1}z}.$$

When the coupling changes $a_1$ little over one optical wavelength, $a_1''$ is negligible beside $2k_{z1}a_1'$. In the coupling term, which is already proportional to $S_0$, $A_0''$ may be replaced by $-k_{z0}^2A_0$. This leaves

$$2ik_{z1}a_1'=\frac{n^2S_0}{2}\left(p_{11}k_{z0}^2+p_{12}k_{x0}k_{x1}\right)a_0\,e^{i(k_{z0}-k_{z1})z}.$$

Close to phase matching $k_{z0}$ and $k_{z1}$ are nearly equal, and a common value $k_z$ may be used in the coefficient, though not in the exponent. The equation for order 0 follows in the same way, with the labels exchanged. The pair is

$$a_0'=-i\kappa a_1e^{-i\Delta z},\qquad a_1'=-i\kappa a_0e^{i\Delta z},\qquad \Delta=k_{z0}-k_{z1},$$

$$\kappa=\frac{n^2S_0}{4k_z}\left(p_{11}k_z^2+p_{12}k_{x0}k_{x1}\right).$$

Here $\kappa$ is a real amplitude coupling in rad/m. Its sign affects the phase of the diffracted light but not its intensity.

At the static Bragg angle $\theta$, measured inside the crystal, $q=K/2=k\sin\theta$ and $k_{x0}k_{x1}=-k^2\sin^2\theta$. The coupling becomes

$$\kappa=\frac{kn^2S_0}{4\cos\theta}\left(p_{11}\cos^2\theta-p_{12}\sin^2\theta\right).$$

For small angles only the first term matters. With the peak index change $\Delta n=n^3|p_{11}|S_0/2$ and $k=2\pi n/\lambda$, where $\lambda$ is the vacuum wavelength, this is $|\kappa|\approx\pi\Delta n/\lambda$.

The quantities $|a_0|^2$ and $|a_1|^2$ also need a physical meaning. For a single plane wave $E_x=-ik_zA/(n^2\varepsilon_0)$ and $H_y=-i\omega A$, so the mean energy flux along $z$ is

$$\tfrac12\,\mathrm{Re}(E_xH_y^*)=\frac{\omega k_z|A|^2}{2n^2\varepsilon_0}.$$

Division by $\hbar\omega$ leaves a photon flux proportional to $k_z|A|^2$. With $k_z$ common to both orders, $|a_1|^2$ is the fraction of photons diffracted when $a_0(0)=1$. The coupled equations conserve the total, because

$$\frac{d|a_0|^2}{dz}=2\kappa\,\mathrm{Im}\!\left(a_0^*a_1e^{-i\Delta z}\right)=-\frac{d|a_1|^2}{dz}.$$

The diffracted power fraction is larger than the photon fraction by the factor $1+\Omega/\omega$, the extra energy coming from the sound.

To solve the pair, divide the phase evenly: $a_0=b_0e^{-i\Delta z/2}$ and $a_1=b_1e^{i\Delta z/2}$. The exponentials cancel, leaving

$$b_0'=\frac{i\Delta}{2}b_0-i\kappa b_1,\qquad b_1'=-\frac{i\Delta}{2}b_1-i\kappa b_0 .$$

Differentiate the second equation and insert the first:

$$b_1''=-\frac{i\Delta}{2}b_1'+\frac{\kappa\Delta}{2}b_0-\kappa^2b_1 .$$

The second equation also gives $\kappa b_0=ib_1'-\tfrac12\Delta b_1$. With this substitution the terms in $b_1'$ cancel, and

$$b_1''=-s^2b_1,\qquad s=\sqrt{\kappa^2+\Delta^2/4}.$$

No light is in order 1 at the entrance, so $b_1(0)=0$ and $b_1'(0)=-i\kappa$. Hence $b_1=-i(\kappa/s)\sin sz$, and the diffraction efficiency is

$$\boxed{\;\eta=|a_1(L)|^2=\frac{\kappa^2}{\kappa^2+\Delta^2/4}\,\sin^2\!\left(L\sqrt{\kappa^2+\Delta^2/4}\right)\;}$$

The first factor is a ceiling that no choice of length can exceed. For nonzero coupling it equals one if and only if $\Delta=0$. In that case

$$\eta=\sin^2(\kappa L),$$

and transfer is complete first at $|\kappa|L=\pi/2$, then at odd multiples of that value. At $|\kappa|L=\pi$ all the light is back in order 0. Raising the drive from the first maximum towards this value therefore reduces the diffracted light; beyond it the diffracted light grows again. For $|\kappa|L\ll1$ the formula becomes $\eta\approx(\kappa L)^2[\sin(\Delta L/2)/(\Delta L/2)]^2$, which at $\Delta=0$ is the perturbative estimate in the range where it is valid.

The half $\pi$ has a simple origin. At $\Delta=0$ the combinations $a_\pm=a_0\pm a_1$ obey $a_\pm'=\mp i\kappa a_\pm$. They are the true modes of the crystal with sound, and their wave numbers along $z$ differ by $2|\kappa|$. Incident light excites both equally and in phase, so that they cancel in order 1. After a relative phase of $\pi$ they cancel in order 0 instead. That requires $2|\kappa|L=\pi$.

Phase matching fixes the angle of incidence. Setting $k_{z0}^2=k_{z1}^2$ gives $k_0^2-q^2=k_1^2-(K-q)^2$, and therefore

$$q=\frac K2-\frac{k_1^2-k_0^2}{2K}\approx\frac K2-k\,\frac{nv}{c}.$$

The last form uses $k_1-k_0=n\Omega/c$ and $\Omega/K=v$. For small angles the matched angle is thus smaller than the static Bragg angle by $nv/c$, because the sound moves. If the light instead leans along the sound, it is coupled to order $-1$, whose frequency is lower by $\Omega$. The same argument then gives $q'=K/2+(k_0^2-k_{-1}^2)/(2K)$ for its transverse wave number, so the matched angle is larger than the static one by about the same amount.

A small error $\delta\theta$ in the angle changes $q$ by $k\,\delta\theta$. Since $k_{x1}^2-k_{x0}^2=K^2-2Kq$, and $\Delta$ is the change in this difference divided by $2k$,

$$\Delta\approx-K\,\delta\theta .$$

At $|\kappa|L=\pi/2$ and small mismatch, the ceiling gives

$$1-\eta\approx\left(\frac{\Delta L}{\pi}\right)^2 .$$

The sine does not contribute at this order: its argument moves from $\pi/2$ by about $(\Delta L)^2/(4\pi)$, and the sine squared falls by the square of that.

The orders left out set a limit on the result. Order 2 is fed by order 1, and order $-1$ by order 0. Near the Bragg angle their transverse wave numbers have magnitude $3K/2$, against $K/2$ for the two main orders. For small angles each is therefore mismatched by

$$\delta\approx\frac{(9/4-1/4)K^2}{2k}=\frac{K^2}{k}.$$

If $|\kappa|\ll\delta$, these orders can be computed from the two-mode solution. With $a_1=-i\sin\kappa z$ and nearly the same coupling,

$$a_2(L)=-\kappa\int_0^L\sin(\kappa z)\,e^{i\delta z}dz
=-\kappa\left[\frac{e^{i\delta z}(i\delta\sin\kappa z-\kappa\cos\kappa z)}{\kappa^2-\delta^2}\right]_0^L .$$

At $|\kappa|L=\pi/2$ the cosine vanishes at the exit, and the squared magnitude is

$$|a_2|^2=\frac{\kappa^2\left(\delta^2+\kappa^2-2|\kappa|\delta\sin\delta L\right)}{(\delta^2-\kappa^2)^2}\approx\left(\frac{\kappa}{\delta}\right)^2 .$$

The corresponding integral with $\cos\kappa z$ gives the same result for order $-1$. To leading order,

$$1-\eta\approx2\left(\frac{\kappa k}{K^2}\right)^2 .$$

Complete transfer is thus a property of the two-mode model, approached when $|\kappa|k/K^2\ll1$. If the sound frequency is too low for this, light spreads over several orders and the two-mode result fails.

Bulk silicon at a vacuum wavelength of 1550 nm serves as an example. The material values are rough inputs, so the further digits in the results serve to check the arithmetic and do not predict a real crystal: $n=3.48$, $p_{11}=-0.094$, $p_{12}=0.017$, density $\rho=2330$ kg/m³ and stiffness $c_{11}=166$ GPa. The sound speed is $v=\sqrt{c_{11}/\rho}=8441$ m/s. At 300 MHz the sound wavelength is 28.14 µm, so $K=2.233\times10^5$ rad/m, while $k=1.4107\times10^7$ rad/m. The static Bragg angle is

$$\theta=\arcsin\frac{K}{2k}=7.915\ \text{mrad}.$$

The motional tilt $nv/c$ is 0.098 mrad, which lowers the matched angle to 7.817 mrad. Refraction at faces normal to $z$ widens the full separation of the beams to 3.16° outside the crystal.

Let the interaction length be 20 mm. The condition $|\kappa|L=\pi/2$ requires $|\kappa|=78.54$ rad/m. At these small angles the strain follows from $|\kappa|=kn^2|p_{11}|S_0/4$:

$$S_0=\frac{2\pi}{n^2kL|p_{11}|}=\frac{2\pi}{(3.48)^2(1.4107\times10^7)(0.020)(0.094)}=1.956\times10^{-5}.$$

In SI units $k$ is in rad/m and $L$ in m. The ratio $|\kappa|/k=5.6\times10^{-6}$ shows that the envelopes do vary slowly.

The sound power follows from stress times velocity. The displacement $(S_0/K)\sin(Kx-\Omega t)$ has the required strain and the velocity $-vS_0\cos(Kx-\Omega t)$. The energy flux is minus the stress times the velocity, or $c_{11}vS_0^2\cos^2(Kx-\Omega t)$. Its mean is

$$I=\tfrac12c_{11}vS_0^2=\tfrac12\rho v^3S_0^2=0.268\ \text{W/mm}^2 .$$

A column 1.0 mm high and 20 mm long has an area of 20 mm² and carries 5.36 W. Since $S_0\propto1/L$, the power for complete transfer varies as height divided by length, with material, wavelength and small angle held fixed. A longer cell needs less power but, at a given sound frequency, accepts a narrower range of angles.

The two-mode result can be compared with a numerical solution of the full second-order wave equation that keeps ten orders, from $-4$ to $5$. The strain is held fixed, the distance $z$ is varied, and the table gives the photon fraction in order 1:

| $z/L$ | Two modes | Ten orders |
|---:|---:|---:|
| 0.5 | 0.5000 | 0.4991 |
| 1.0 | 1.0000 | 0.9991 |
| 1.5 | 0.5000 | 0.5007 |
| 2.0 | 0.0000 | 0.0000 |

The transfer and the return both survive. At $z=L$ the missing fraction is 0.094 %, while the leading leakage law gives 0.099 %. The fuller expression accounts for the difference. Here $\delta=3535$ rad/m and $\delta L=70.7$ rad, so $\sin\delta L$ is close to 1. The expression then lies below $(\kappa/\delta)^2$ by about $2|\kappa|/\delta$, or 4 %, and gives 0.047 % for each neighbouring order. The ten-order calculation also gives 0.047 % in each.

The efficiency falls to one half at $|\Delta|L=2.51$ rad, which corresponds to an angular error of 0.562 mrad inside the crystal. Using the static Bragg angle instead of the matched one gives $|\Delta|L=K(nv/c)L=0.438$ rad, and the quadratic law predicts a loss of $(0.438/\pi)^2=1.9\,\%$. The two-mode formula gives 1.93 %. A search for the best angle with the ten-order equation, made at 1 GHz and the same length, finds a tilt of 0.098 mrad, in agreement with $nv/c$. These values belong to the model without dispersion. In real silicon $k_1-k_0$ is set by the group index, about 3.6, which raises the tilt to about 0.10 mrad and the loss at the static angle to about 2.1 %.

Real light beams are not plane waves. Take a flattened Gaussian beam, low enough to pass within the 1.0 mm height of the sound column, whose intensity falls to $1/e^2$ at a radius of 1.0 mm along the sound direction. In that direction its divergence half-angle is 0.142 mrad in the crystal. Averaging the efficiency over its angular spectrum costs 1.0 %, ten times the leakage into other orders. A coupling 10 % too low, from a wrong drive level or an inaccurate photoelastic constant, leaves $\sin^2(0.9\pi/2)$ and costs 2.45 %. Damping matters less. If the sound loses 0.67 % of its power across the 2 mm beam, a low estimate for silicon, the strain at the beam edges differs from its central value by 0.17 %, and the local loss there is below 0.001 %. Quoted attenuations for bulk silicon vary widely. An attenuation of 6.5 to 10 dB/cm at 1 GHz, falling as the square of frequency, would mean a power drop of about 3 to 4 % and a local loss of 0.01 to 0.03 %, which is still small. In an elastically isotropic solid the near-field length of the column, height squared over sound wavelength, would be 35.5 mm. The elastic anisotropy of silicon roughly halves it. That is still well beyond the beam width, so most of the sound launched close to the light stays within the height of the column while it crosses the beam. Diffraction at the edges of the source nevertheless makes the strain uneven in height. The uniform column is an idealization, and the loss caused by this unevenness is not included in the figures above. It is not small. For a uniformly driven source 1.0 mm high, Fresnel diffraction makes the strain on the axis vary between about 0.8 and 1.3 times its nominal value within 5 mm of the source. For a light beam of vertical radius 0.15 to 0.3 mm centred 1.5 to 5 mm from the source, this costs roughly 2 to 12 % at the nominal drive and 2 to 5 % after the drive is retuned, comparable to or larger than the other losses listed here.

As a device, this cell is demanding: 5.36 W of sound is a high power to generate and remove as heat, although the peak stress is only 3.25 MPa. Two assumptions are costly in an unprepared crystal. One is that the sound passes only once: sound reflected from the far face would also act on the light and can spoil the transfer, so the cell needs a sound absorber there. The other is that all the light enters and leaves. An uncoated silicon face reflects 30.6 % at near-normal incidence, so two such faces pass about 48 % of the light if multiple reflections are ignored. The calculated efficiency therefore refers to light already inside the crystal, and a useful cell needs antireflection coatings. The sound takes 237 ns to cross the beam, which sets the time scale for switching the whole beam. These numbers are for a bulk crystal and do not describe devices that confine light and sound in small guides. The remaining values are in the numerical output.

## Numbers as computed

```
refractive index n (rough): 3.48
photoelastic p11, p12 (rough): -0.094, 0.017
density (rough): 2330 kg/m^3
stiffness c11 (rough): 166 GPa
light wavelength in vacuum: 1550 nm
sound frequency: 300 MHz
interaction length: 20 mm
sound column height: 1.0 mm
light beam radius along sound: 1.0 mm
sound speed: 8441 m/s
sound wavelength: 28.14 um
light wave number in crystal k: 1.4107e+07 rad/m
sound wave number K: 2.2332e+05 rad/m
static Bragg angle inside: 7.915 mrad
motional tilt n v/c: 0.0980 mrad
tilt found by full calculation: 0.0980 mrad
matched incidence angle inside: 7.817 mrad
beam separation outside: 3.157 deg
coupling kappa: -78.540 rad/m
|kappa| L: 1.57080 rad
|kappa|/k: 5.57e-06
peak strain for complete transfer: 1.956e-05
peak stress: 3.25 MPa
sound intensity: 0.268 W/mm^2
sound power: 5.36 W
relative frequency shift Omega/omega: 1.55e-06
z/L=0.5: two-mode 0.50000, ten-order 0.49910
z/L=1.0: two-mode 1.00000, ten-order 0.99906
z/L=1.5: two-mode 0.50000, ten-order 0.50065
z/L=2.0: two-mode 0.00000, ten-order 0.00000
mismatch of next orders K^2/k: 3535 rad/m
leakage at L, ten-order: 0.0944 %
leakage at L, simple law: 0.0987 %
fraction in order -1: 0.0471 %
fraction in order 2: 0.0472 %
|Delta| L at half efficiency: 2.509 rad
half-efficiency angle offset inside: 0.562 mrad
beam divergence half-angle inside: 0.142 mrad
loss from beam divergence: 1.00 %
loss if motional tilt is ignored: 1.93 %
loss if coupling is 10 % low: 2.45 %
loss after 30 K warming: 0.019 %
sound power drop across beam: 0.67 %
loss at beam edge from that drop: 0.00069 %
loss from index dispersion: 0.0023 %
reflection per uncoated face: 30.6 %
sound transit time over beam: 237 ns
sound near-field length: 35.5 mm
```
